# Wilson-Frenkel crystal growth velocity and its linear limit near melting

## Form of the law

A flat crystal-melt interface advances by atomic jumps. The quantities available are a length $a$, the advance when every site gains one atom; a jump rate $k_+$ from melt to crystal; the thermal energy $k_BT$; and the free energy gained per crystallized atom,

$$\Delta\mu=\mu_{\rm liquid}-\mu_{\rm crystal}.$$

The only velocity scale among these is $ak_+$, and the only dimensionless driving force is $g=\Delta\mu/(k_BT)$. Hence

$$v=a\,k_+\,\Phi(g),$$

where $\Phi$ may also contain pure numbers such as the fraction of active sites. At the melting temperature $T_m$ the phases coexist, so $g=0$ and the front is at rest: $\Phi(0)=0$. If $\Phi$ is smooth with nonzero slope, then $v\approx ak_+\Phi'(0)g$ for small $g$. Since $g$ itself starts linearly in the undercooling $\Delta T=T_m-T$, so does $v$. Counting jumps and imposing detailed balance supply the function $\Phi$ and the coefficient.

Growth is counted positive and melting negative; $\Delta\mu>0$ below $T_m$. The material has one component, the pressure is constant, and $T$ is the temperature of the interface itself.

## Counting the jumps

Let a fraction $f$ of the interface sites be active, meaning that an atom can join or leave there. At an active site atoms join at rate $k_+$ and leave at rate $k_-$. The mean net gain per interface site and unit time is $f(k_+-k_-)$. One atom per site moves the front by $a$, so

$$v=af(k_+-k_-).\qquad(1)$$

The same $f$ multiplies both rates because the active sites are taken to be repeatable: after an atom has joined, the surface offers an equivalent site, and the reverse jump restores the earlier surface. I take $f$ to be independent of temperature, which suits an atomically rough interface. On a faceted crystal the number of growth sites can depend on undercooling. If $f\propto\Delta T$, for example, the result below gives $v\propto\Delta T^2$ near melting, and the linear law fails.

## Detailed balance

The two rates are not independent. Consider a closed system of $N$ atoms at fixed temperature and pressure, with $n$ of them in the crystal. The interface keeps its area and structure, so its free energy $G_s$ does not depend on $n$:

$$G(n)=n\mu_{\rm crystal}+(N-n)\mu_{\rm liquid}+G_s
=-n\Delta\mu+\text{const}.$$

The equilibrium probability of $n$ is therefore

$$P(n)\propto e^{-G(n)/k_BT}\propto e^{n\Delta\mu/k_BT}.$$

This holds away from $T_m$ too. When $N|\Delta\mu|/(k_BT)\gg1$, the finite system spends most of its time near one end of the range of $n$, but it still has an equilibrium distribution. In equilibrium each jump is balanced by its reverse. With the same number of active sites before and after the jump,

$$P(n)k_+=P(n+1)k_-,$$

and so

$$\frac{k_-}{k_+}=\frac{P(n)}{P(n+1)}=e^{-\Delta\mu/k_BT}.\qquad(2)$$

The jump rates depend on the surroundings of the interface, not on the distant ends of the sample. The ratio therefore also applies to a front that moves steadily, provided that each phase next to the front stays in local equilibrium.

Equation (2) contains a free energy, not an energy alone. A particle diffusing between two wells shows the difference. Take the potential

$$\frac{U(x)}{k_BT}=h(x^2-1)^2(1+0.4x)-0.75(x+1)$$

on $-2\le x\le2$. The "crystal" well near $x=1$ lies about $1.5\,k_BT$ below the "liquid" well near $x=-1$. It is also narrower, since the first term has curvature $8h(1\pm0.4)$ at $x=\pm1$. Define each rate as the inverse mean time to travel from one well to the other. For $h=10$ these times give $k_+/k_-=2.866$. The ratio of the integrals of $e^{-U/k_BT}$ over the two wells, divided at the barrier top, is also 2.866. The energy difference alone would give $e^{1.5}=4.48$; the narrow well costs entropy.

Raising $h$ to 13 lowers the forward rate by a factor of 16, while the ratio changes only to 2.883 and again agrees with the well integrals. The small change arises because $h$ also reshapes the wells. The barrier governs the speed of exchange and, when it is high, drops out of the ratio. For a low barrier the rates defined this way lose the agreement: at $h=3$ their ratio is 2.73 against 2.67 from the well integrals.

## The Wilson-Frenkel velocity

Inserting (2) into (1) gives

$$v=af\,k_+(T)\left[1-e^{-\Delta\mu/k_BT}\right].\qquad(3)$$

For the forward rate I use

$$k_+(T)=\nu e^{-Q/k_BT},\qquad(4)$$

with a constant attempt frequency $\nu$ and barrier $Q$. Thus $\Phi(g)=f(1-e^{-g})$ and $\Phi'(0)=f$.

Detailed balance fixes the ratio of the rates but not each rate. Equation (4) is a further, kinetic assumption: the forward jump follows the mobility of the melt, and the whole driving force sits in the backward rate. A symmetric division,

$$k_\pm=k_0e^{\pm g/2},\qquad k_0=\nu e^{-Q/k_BT},$$

obeys (2) equally well and gives

$$v_{\rm sym}=af k_0(e^{g/2}-e^{-g/2})=2afk_0\sinh(g/2).$$

Because $2\sinh(g/2)=g+O(g^3)$, its linear term is the same as that of (3).

For $g\gg1$ the backward jumps become rare and (3) tends to $v=afk_+$. Growth is then limited by mobility alone. For $|g|\ll1$ the two rates nearly cancel, and $v\approx afk_+g$. Above $T_m$, $g$ is negative and the same formula describes melting.

## Driving force as a function of temperature

At constant pressure $d\mu/dT=-s$ for each phase, where $s$ is the entropy per atom. With $\Delta s=s_{\rm liquid}-s_{\rm crystal}$,

$$\frac{d\Delta\mu}{dT}=-\Delta s,\qquad \Delta\mu(T_m)=0,$$

so that

$$\Delta\mu(T)=\int_T^{T_m}\Delta s(T')\,dT'.$$

At melting $\Delta s=L/T_m$, where $L$ is the latent heat per atom. Let $\Delta c_p$ be the heat capacity per atom of the liquid minus that of the crystal, taken as constant. From $d\Delta s/dT=\Delta c_p/T$,

$$\Delta s(T)=\frac{L}{T_m}-\Delta c_p\ln\frac{T_m}{T}.$$

An antiderivative of $\ln(T_m/T')$ is $T'\ln(T_m/T')+T'$. Between $T$ and $T_m$ it changes by $T_m-T-T\ln(T_m/T)$. Therefore

$$\Delta\mu=\frac{L\Delta T}{T_m}-\Delta c_p\left[\Delta T-T\ln\frac{T_m}{T}\right].\qquad(5)$$

## Expansion near the melting point

Introduce

$$x=\frac{\Delta T}{T_m},\quad \ell=\frac{L}{k_BT_m},\quad q=\frac{Q}{k_BT_m},\quad c=\frac{\Delta c_p}{k_B}.$$

Then $T=T_m(1-x)$ and $\ln(T_m/T)=-\ln(1-x)$. Dividing (5) by $k_BT$ gives

$$g=\frac{\ell x-c[x+(1-x)\ln(1-x)]}{1-x}.$$

To second order,

$$(1-x)\ln(1-x)=(1-x)\left(-x-\frac{x^2}{2}\right)=-x+\frac{x^2}{2},$$

so the square bracket is $x^2/2$. The heat-capacity difference cannot affect the first order. With $1/(1-x)=1+x+\dots$,

$$g=\ell x+\left(\ell-\frac c2\right)x^2+O(x^3).$$

The driving factor becomes

$$1-e^{-g}=g-\frac{g^2}{2}+\dots
=\ell x+\left(\ell-\frac c2-\frac{\ell^2}{2}\right)x^2+O(x^3).$$

The mobility, relative to its value at melting, is

$$\frac{k_+(T)}{k_+(T_m)}
=\exp\left[-q\left(\frac1{1-x}-1\right)\right]
=1-qx+O(x^2).$$

In the product, $-qx$ times $\ell x$ adds $-q\ell x^2$. Taking out $\ell x$ leaves

$$v=\beta\Delta T\left[1+b\frac{\Delta T}{T_m}+O\left(\frac{\Delta T^2}{T_m^2}\right)\right],\qquad(6)$$

$$\beta=\frac{af\,k_+(T_m)L}{k_BT_m^2},\qquad
b=1-\frac{c}{2\ell}-\frac{\ell}{2}-q.\qquad(7)$$

This is the linear law. One factor $1/T_m$ in $\beta$ comes from the melting entropy $L/T_m$, the other from the thermal energy $k_BT_m$. The slope is the same on both sides of $T_m$. The symmetric division of rates removes the term $-\ell/2$ from $b$ and leaves $\beta$ unchanged.

The linear law requires $|b|\Delta T/T_m\ll1$, with higher terms also small. If the mobility is not Arrhenius, $q$ in (7) is replaced by $d\ln k_+/d\ln T$ at $T_m$, since the derivation uses no more than this first derivative.

## Numerical example

The parameters are rough, round values in the regime of the phase-change alloy Ge2Sb2Te5, treated as one component: $T_m=900$ K, $L=0.12$ eV per atom, $Q=0.40$ eV, $\nu=6\times10^{12}$ s$^{-1}$, $a=0.30$ nm and $f=1$. The base case has $\Delta c_p=0$.

With $k_BT_m=0.07756$ eV,

$$\ell=\frac{0.12}{0.07756}=1.547,\qquad
q=\frac{0.40}{0.07756}=5.158,$$

$$k_+(T_m)=6\times10^{12}\,e^{-5.158}=3.45\times10^{10}\ {\rm s^{-1}}.$$

Thus $afk_+(T_m)=10.36$ m/s, and

$$\beta=\frac{10.36\times1.547}{900}=0.0178\ {\rm m\,s^{-1}K^{-1}},$$

or 17.8 mm/s per kelvin. The correction coefficient is $b=1-0.774-5.158=-4.93$.

At 850 K the driving force is $0.12\times50/900$ eV, or 6.67 meV. The rates are $k_+=2.550\times10^{10}$ and $k_-=2.328\times10^{10}$ s$^{-1}$. Their difference times 0.30 nm gives 0.67 m/s. Even at 50 K undercooling, about nine atoms leave for every ten that join.

| $\Delta T$ (K) | $v$ from (3) (m/s) | $\beta\Delta T$ (m/s) |
|---|---|---|
| $-10$ | $-0.188$ | $-0.178$ |
| 10 | 0.169 | 0.178 |
| 30 | 0.451 | 0.534 |
| 100 | 0.956 | 1.781 |
| 200 | 0.848 | 3.562 |

Melting at 10 K is faster than growth at 10 K because $b\Delta T/T_m=\mp0.055$ for $\Delta T=\pm10$ K. The slopes agree at $T_m$; the curvature makes the difference.

The linear law is 10% above the full velocity at $\Delta T=17$ K. The simple estimate $0.1T_m/|b|$ gives 18 K. Here the departure comes mainly from mobility: at 100 K undercooling the driving factor is 1.023 times its linear form $\ell x$, while $k_+$ has fallen to 0.525 of its melting value. With the same $k_0(T)$, the symmetric division gives 1.05 m/s at that temperature, 10% above (3). This is the effect of one other division of the driving force; detailed balance alone would also leave the common factor $k_0(T)$ free.

## Growth maximum

Cooling strengthens the driving force and slows the jumps. For $\Delta c_p=0$, set $y=T_m/T$. Then $g=\ell(y-1)$, and

$$\ln v=\text{const}-qy+\ln(1-e^{-g}),\qquad
\frac{d\ln v}{dy}=-q+\frac{\ell}{e^g-1}.$$

The last term falls steadily as $y$ rises from 1, so there is one maximum, at

$$e^g=1+\frac{\ell}{q},\qquad
T_{\rm peak}=\frac{T_m}{1+\ell^{-1}\ln(1+\ell/q)}.\qquad(8)$$

Here $\ell/q=0.300$, $\ln1.300=0.262$, and $T_{\rm peak}=900/1.170$, about 770 K. The velocity there is 1.00 m/s. The driving factor is $1-e^{-g}=\ell/(\ell+q)=0.23$, so the maximum lies well before the mobility-limited regime $g\gg1$.

## Corrections for the same example

**Heat capacity.** Setting $\Delta c_p=k_B$ per atom, with all else fixed, lowers the velocity at 769.5 K from 0.997 to 0.954 m/s, a change of 4%.

**Fragile melt.** The mobility of many glass-forming melts falls faster on cooling than an Arrhenius law. A Vogel-Fulcher-Tammann form is

$$k_+(T)=k_+(T_m)\exp\left[\frac{B}{T_m-T_0}-\frac{B}{T-T_0}\right].$$

Its logarithmic slope is $BT/(T-T_0)^2$. Matching this to $q$ at melting gives $B=q(T_m-T_0)^2/T_m$. For the rough choice $T_0=300$ K, $B=2063$ K. Both $\beta$ and $b$ are unchanged, but the maximum moves to 784 K and falls to 0.93 m/s.

**Latent heat.** Let the heat released at the front flow through a layer of thickness $d$ and conductivity $\kappa$ to a sink at $T_s$. For steady conduction, with the heat content of the layer neglected,

$$T-T_s=\theta v,\qquad \theta=\frac{L_vd}{\kappa}.$$

Here $L_v=L/\Omega$ is the latent heat per volume, with atomic volume $\Omega=a^3$. This model volume is about 12% below that of Ge2Sb2Te5 at a density near 6.2 g/cm$^3$, which would give $L_v\approx6.3\times10^8$ J/m$^3$ and $\beta\theta\approx0.45$ in place of the 0.51 found below. In the linear regime

$$v=\beta(T_m-T)=\beta(T_m-T_s-\theta v),$$

and collecting the terms in $v$ gives

$$v=\frac{\beta}{1+\beta\theta}(T_m-T_s).\qquad(9)$$

For $L_v=7.12\times10^8$ J/m$^3$, $d=20$ nm and $\kappa=0.5$ W/(m K), $\theta=28.5$ K s/m and $\beta\theta=0.51$. The slope against sink temperature is 0.0118 m/(s K), a third below $\beta$. With the sink at 769.5 K the interface warms to 797 K, yet the velocity drops by just 3%, to 0.964 m/s, because the growth curve is flat near its maximum.

**Curvature.** A spherical crystal of radius $r$ and interface energy $\gamma$ has formation free energy

$$W=4\pi r^2\gamma-\frac{4\pi r^3}{3\Omega}\Delta\mu.$$

Setting $dW/dr=0$ gives $\Delta\mu=2\gamma\Omega/r$. With $\Delta\mu=L\Delta T/T_m$, the crystal is in unstable equilibrium at the undercooling

$$\Delta T_r=\frac{2\gamma\Omega T_m}{Lr}.$$

For $\gamma=0.06$ J/m$^2$ and $r=10$ nm this is 15 K, comparable with the whole 17 K range of the linear law. To leading order, $\Delta T$ in the linear law is then replaced by $\Delta T-\Delta T_r$; keeping the same $\beta$ requires $|b|\Delta T_r/T_m\ll1$. At $r=10$ nm the mobility has already fallen where $v$ vanishes: the slope there is $0.93\beta$, and $\beta(\Delta T-\Delta T_r)$ is 10% too high about 4 K beyond $\Delta T_r$. For such a small crystal, use (3) with $\Delta\mu-2\gamma\Omega/r$ in place of $\Delta\mu$.

## Relation to a real memory cell

The melting temperature, latent heat and jump length are rough typical values for Ge2Sb2Te5. The attempt frequency was chosen to give a liquid-like mobility: if jumps in each of six cubic directions occur at rate $k_+$, the diffusivity is $a^2k_+=3.1\times10^{-9}$ m$^2$/s at melting, a usual order for a simple liquid. The choice $f=1$ is the upper end of its range, and at fixed interface temperature $v$ is proportional to $f$. A peak velocity of order 1 m/s is in the rough range of fast phase-change alloys. In a real cell the interface temperature generally differs from that of the surroundings: the released heat warms the interface, while the melt beside it may be hotter still. The temperature of the surroundings therefore cannot simply be inserted in (3); for the layer above, the near-melting slope against sink temperature is a third below $\beta$. The model also omits composition changes, separate diffusion of the elements, and competing crystal phases, whose effects are not sized here.

The law with melt mobilities must not be used to predict data retention. Extrapolated to 358 K, the time to grow 20 nm is $5\times10^{-6}$ s with the Arrhenius mobility and $1.9\times10^5$ s with the Vogel-Fulcher-Tammann one. Ten years is $3.2\times10^8$ s. The two mobilities agree in value and slope at melting but differ here by more than ten orders of magnitude in growth time. That gap depends strongly on the rough choice of $T_0$: with $T_0=250$ K the time is 0.3 s, and with $T_0=330$ K it is $6\times10^{18}$ s. Moreover, a glass is not the equilibrium liquid assumed in (3). Retention needs kinetic data for the glass near the temperature of use.

## Implementation notes

Evaluate (3) with the local interface temperature, and compute $1-e^{-g}$ as `-expm1(-g)`, which avoids subtracting nearly equal numbers in this step near melting. If $\Delta c_p\ne0$, the square bracket in (5) also loses digits there; very close to $T_m$, replace it by its leading term $\Delta T^2/(2T_m)$. Keep $L$, $Q$ and $k_BT$ in the same energy unit per atom.

If a thermal solver already includes the latent heat and resolves the interface temperature, use $\beta$, not the reduced slope in (9); otherwise the heating is counted twice. Use the linear law when $|b\,\Delta T|/T_m$ is well below the accepted relative error and the higher terms are also small, and the full expression elsewhere. The values behind the example are listed in the numerical output.

## Table of computed values

```
Tm = 900 K, L = 0.12 eV/atom, Q = 0.40 eV
nu = 6.0e+12 1/s, a = 0.30 nm, f = 1.0
kB Tm = 0.07756 eV
L/(kB Tm) = 1.547, Q/(kB Tm) = 5.158
Two-well test, energies in kB T, rates in diffusion units:
 height parameter 10: forward rate 5.763e-04
  rate ratio 2.8664, free-energy ratio 2.8663
 height parameter 13: forward rate 3.583e-05
  rate ratio 2.8835, free-energy ratio 2.8833
 ratio from energy alone = 4.4817
k_plus(Tm) = 3.453e+10 1/s
a f k_plus(Tm) = 10.360 m/s
implied melt diffusivity a^2 k_plus = 3.11e-09 m^2/s
At 850 K: dmu = 6.667 meV
 k_plus = 2.550e+10 1/s, k_minus = 2.328e+10 1/s
 master-equation velocity = 0.6654 m/s
beta = 0.01781 m/(s K)
second-order coefficient b = -4.931
undercooling    1 K: v =   0.0177 m/s, linear   0.0178 m/s
undercooling   10 K: v =   0.1685 m/s, linear   0.1781 m/s
undercooling   30 K: v =   0.4506 m/s, linear   0.5343 m/s
undercooling   50 K: v =   0.6654 m/s, linear   0.8906 m/s
undercooling  100 K: v =   0.9562 m/s, linear   1.7811 m/s
undercooling  200 K: v =   0.8481 m/s, linear   3.5623 m/s
undercooling  -10 K: v =  -0.1880 m/s, linear  -0.1781 m/s
linear law 10% too high at undercooling 17.04 K
 estimate from b = 18.25 K
At undercooling 100 K:
 driving factor / its linear form = 1.023
 k_plus / k_plus(Tm) = 0.525
 velocity with symmetric split = 1.0533 m/s
growth maximum: T = 769.5 K, v = 0.9971 m/s
with dcp = 1 kB per atom, v there = 0.9538 m/s
VFT melt: T0 = 300 K, B = 2063 K
 maximum at 784.0 K, v = 0.9299 m/s
latent heat per volume = 7.121e+08 J/m^3
layer = 20 nm, conductivity = 0.5 W/(m K)
 theta = 28.48 K s/m, beta theta = 0.507
 slope against sink temperature = 0.01182 m/(s K)
 sink at 769.5 K: interface 797.0 K, v = 0.9642 m/s
gamma = 0.06 J/m^2, radius = 10 nm
 melting point lowered by 15.17 K
Time to grow 20 nm at 358 K, extrapolated:
 Arrhenius 5.26e-06 s, VFT 1.92e+05 s
 ten years = 3.15e+08 s
```
